\section*{Nuclear Derivatives of Gaussian Integrals and the Hartree–Fock Gradient, part 2}

The problem is to differentiate molecular integrals over Gaussian functions, and then the energy, with respect to nuclear positions. Atomic units are used: lengths in bohr, energies in hartree ($E_h$). All functions are real. The unnormalised primitive $g_{lmn}(\mathbf r;a,\mathbf A)$ is $(x-A_x)^l(y-A_y)^m(z-A_z)^n\,e^{-a|\mathbf r-\mathbf A|^2}$. The ordinary integrals are
\begin{align}
\langle a|b\rangle&=\int g_ag_b\,d^3r, &
\langle a|T|b\rangle&=-\tfrac12\int g_a\nabla^2g_b\,d^3r,\nonumber\\
\langle a|v_Q|b\rangle&=\int\frac{g_ag_b}{|\mathbf r-\mathbf Q|}\,d^3r, &
(ab|cd)&=\iint\frac{g_ag_b(\mathbf r_1)\,g_cg_d(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1d^3r_2 .
\end{align}

The theorem, at fixed exponents, states:

(a) For a primitive,
\begin{equation}
\frac{\partial g_{lmn}}{\partial A_x}=2a\,g_{l+1,m,n}-l\,g_{l-1,m,n}, \label{rule}
\end{equation}
and likewise for $y$ and $z$.

(b) The same rule holds inside every ordinary integral, for each function in it.

(c) For the operator position,
\begin{equation}
\frac{\partial\langle a|v_Q|b\rangle}{\partial Q_x}=-\Big(\frac{\partial}{\partial A_x}+\frac{\partial}{\partial B_x}\Big)\langle a|v_Q|b\rangle
=\int g_ag_b\,\frac{x-Q_x}{|\mathbf r-\mathbf Q|^3}\,d^3r , \label{operator}
\end{equation}
and the four centre derivatives of $(ab|cd)$ add to zero. The proof shifts all centres together and substitutes the same shift in the integration variables, which leaves the integral unchanged.

Remark 3: for a contraction $\chi=\sum_kd_k\,g_{lmn}(a_k)$ with fixed $d_k$, the raised function has coefficients $2a_kd_k$, so it is not a multiple of $\sum_kd_k\,g_{l+1,m,n}(a_k)$ unless there is only one exponent.

Products of Gaussians obey
\begin{equation}
a(x-A)^2+b(x-B)^2=p\,(x-P)^2+\mu\,(A-B)^2 , \label{product}
\end{equation}
with $p=a+b$, $P=(aA+bB)/p$, $\mu=ab/p$; here $P$ is a point.

The lines marked A in the computed results belong to the first example: the overlap of a $p_x$ primitive ($a=0.8$ bohr$^{-2}$, at the origin) with an $s$ primitive ($b=0.4$ bohr$^{-2}$, at $R=1.5$ bohr on the $x$ axis), with $X_{PA}=P-A$. The $d,p,s,p$ line tests the rule for repulsion integrals on four different centres.

\section{The Hartree--Fock gradient}

Let $\chi_\mu$ be contracted Gaussians attached to nuclei with charges $Z_K$ at $\mathbf R_K$, and let $\psi_i=\sum_\mu c_{\mu i}\chi_\mu$ be the doubly occupied orbitals. The restricted closed-shell Hartree--Fock model, a mean-field model, is defined by the energy
\begin{equation}
E=\sum_{\mu\nu}P_{\mu\nu}h_{\mu\nu}+\tfrac12\sum_{\mu\nu\lambda\sigma}P_{\mu\nu}P_{\lambda\sigma}\,\Big[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\Big]+V_{nn}, \label{energy}
\end{equation}
with $P_{\mu\nu}=2\sum_ic_{\mu i}c_{\nu i}$, $h=T-\sum_KZ_Kv_{R_K}$ and $V_{nn}=\sum_{K<M}Z_KZ_M/|\mathbf R_K-\mathbf R_M|$, and by the Roothaan equations $Fc_i=\varepsilon_iSc_i$, $c_i^{\mathsf T}Sc_j=\delta_{ij}$, where $S$ is the overlap matrix and
\begin{equation}
F_{\mu\nu}=h_{\mu\nu}+\sum_{\lambda\sigma}P_{\lambda\sigma}\Big[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\Big].
\end{equation}
Exchanging the names $\nu\leftrightarrow\lambda$ in the exchange term turns the two-electron energy into $\frac12\sum\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)$ with $\Gamma_{\mu\nu\lambda\sigma}=P_{\mu\nu}P_{\lambda\sigma}-\frac12P_{\mu\lambda}P_{\nu\sigma}$. A superscript $X$ denotes the derivative with respect to one nuclear coordinate $X$. By the chain rule, the derivative of an integral is the sum of the derivatives of all centres that sit on the moving nucleus, plus, for $h$, the operator derivative of that nucleus.

\paragraph{Lemma 3.} Suppose the Roothaan equations hold at $X_0$, and that near $X_0$ the self-consistent occupied space has an orthonormal set of coefficient vectors $c_i(X)$ that is differentiable and equals the solutions at $X_0$. Then, with $W_{\mu\nu}=2\sum_i\varepsilon_ic_{\mu i}c_{\nu i}$,
\begin{equation}
\frac{dE}{dX}=\sum P_{\mu\nu}h^X_{\mu\nu}+\tfrac12\sum\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)^X-\sum W_{\mu\nu}S^X_{\mu\nu}+V_{nn}^X . \label{gradient}
\end{equation}

\emph{Proof.} Differentiating the integrals in (\ref{energy}) at fixed $P$ gives the first, second and fourth terms. Differentiating $P$ gives the rest. The bracket in (\ref{energy}) is unchanged under $(\mu\nu)\leftrightarrow(\lambda\sigma)$, because $(\lambda\sigma|\mu\nu)=(\mu\nu|\lambda\sigma)$ and $(\lambda\mu|\sigma\nu)=(\mu\lambda|\nu\sigma)$. The two factors of $P$ therefore contribute equally, the $\frac12$ is cancelled, and the rest is $\sum F_{\mu\nu}P^X_{\mu\nu}$. The matrix $F$ is symmetric: exchanging $\mu$ and $\nu$ turns the exchange sum into $\sum P_{\lambda\sigma}(\nu\lambda|\mu\sigma)=\sum P_{\lambda\sigma}(\mu\sigma|\nu\lambda)$, which is the original after renaming $\lambda\leftrightarrow\sigma$ in the symmetric $P$. With $P^X_{\mu\nu}=2\sum_i(c^X_{\mu i}c_{\nu i}+c_{\mu i}c^X_{\nu i})$,
\begin{equation}
\sum F_{\mu\nu}P^X_{\mu\nu}=4\sum_i(c_i^X)^{\mathsf T}Fc_i=4\sum_i\varepsilon_i\,(c_i^X)^{\mathsf T}Sc_i .
\end{equation}
Differentiating $c_i^{\mathsf T}Sc_i=1$ gives $2(c_i^X)^{\mathsf T}Sc_i+c_i^{\mathsf T}S^Xc_i=0$. The rest is then $-2\sum_i\varepsilon_i\,c_i^{\mathsf T}S^Xc_i=-\sum W_{\mu\nu}S^X_{\mu\nu}$.

The derivatives of the coefficients have dropped out, and by the theorem every derivative integral in (\ref{gradient}) is a combination of ordinary integrals. The proof uses the Roothaan equations, so the lemma does not cover an unconverged calculation or an energy expression that is not stationary in its parameters. Nor does the proof cover a geometry where the self-consistent solution changes from one branch to another, since the coefficients need not be differentiable there. Where two branches cross with different slopes, the lower energy has a kink and (\ref{gradient}) gives the slope of each branch separately.

Split $h^X$ into its operator part and its centre part. The Hellmann--Feynman part of the gradient is the operator part contracted with $P$, plus $V_{nn}^X$. For the $x$ coordinate of nucleus $K$ and the density $\rho=\sum P_{\mu\nu}\chi_\mu\chi_\nu$, equation (\ref{operator}) turns its electronic term into $-Z_K\int\rho\,(x-R_{K,x})/|\mathbf r-\mathbf R_K|^3d^3r$, so this part is minus the classical electrostatic force on the nucleus. If the nucleus is moved while all basis functions stay where they are, every centre derivative in (\ref{gradient}) is zero, and the Hellmann--Feynman part is the whole slope of the energy. The Pulay part is the sum of all centre-derivative terms.

\paragraph{Lemma 4.} Let $\dot\chi_\mu=\partial\chi_\mu/\partial X$, $\dot\psi_i=\sum_\mu c_{\mu i}\dot\chi_\mu$, and let $f$ be the Fock operator, defined for any function $u$ by $\langle u|f|\psi_i\rangle=\langle u|h|\psi_i\rangle+\sum_j[2(u\psi_i|\psi_j\psi_j)-(u\psi_j|\psi_i\psi_j)]$. Then the Pulay part equals $4\sum_i\langle\dot\psi_i|f-\varepsilon_i|\psi_i\rangle$.

\emph{Proof.} The centre part of $h^X_{\mu\nu}$ is $\langle\dot\mu|h|\nu\rangle+\langle\mu|h|\dot\nu\rangle$. Contracted with the symmetric $P$ it gives $2\sum P_{\mu\nu}\langle\dot\mu|h|\nu\rangle=4\sum_i\langle\dot\psi_i|h|\psi_i\rangle$. In the same way the overlap term gives $-4\sum_i\varepsilon_i\langle\dot\psi_i|\psi_i\rangle$. Both $\Gamma$ and the repulsion integral are unchanged under $(\mu\nu)\leftrightarrow(\lambda\sigma)$ and under the simultaneous exchange $\mu\leftrightarrow\nu$, $\lambda\leftrightarrow\sigma$. These two operations carry any index position to the first, so the four derivatives contribute equally and the two-electron term is $2\sum\Gamma_{\mu\nu\lambda\sigma}(\dot\mu\nu|\lambda\sigma)$. Each $P$ brings a factor 2, so the first term of $\Gamma$ gives $8\sum_{ij}(\dot\psi_i\psi_i|\psi_j\psi_j)$ and the second $-4\sum_{ij}(\dot\psi_i\psi_j|\psi_i\psi_j)$. The sum of all terms is the stated expression.

\paragraph{Remark 6 (when the Pulay part vanishes).} With $u=\chi_\mu$ the definition of $f$ reproduces $(Fc_i)_\mu$, so the Roothaan equations read $\langle\chi_\mu|f-\varepsilon_i|\psi_i\rangle=0$ for every $\mu$. The Pulay part is therefore zero whenever each $\dot\psi_i$ lies in the span of the basis. A finite Gaussian basis in which every function centred at a nucleus moves with that nucleus cannot contain the derivatives of all functions on a moving nucleus. Take an exponent on that nucleus and the basis function in which it carries the highest polynomial degree $L$. By (\ref{rule}) the derivative contains that Gaussian times a polynomial of degree $L+1$. Gaussians of other exponents or centres cannot supply it: along a ray in a general direction, Gaussians with distinct pairs $(a,\mathbf A)$ decay at distinct exponential rates, so in a vanishing sum the polynomial of the slowest one must vanish, then that of the next, and so on. In a finite basis the Pulay part can still vanish for a particular coordinate, for example by symmetry.

\section{Second example: the hydrogen molecule}

The level of theory is restricted Hartree--Fock in the STO-3G basis at $R=1.4$ bohr, where $E=-1.116714\,E_h$. Nucleus 1 is at the origin, nucleus 2 is on the positive $z$ axis, and $X$ is the $z$ coordinate of nucleus 2, so $d/dX=d/dR$. Six decimals are kept so that the arithmetic can be followed; they describe this model, not the real molecule.

Each atom carries one normalised $s$ function with exponents $3.425251$, $0.623914$, $0.168855$ bohr$^{-2}$ and coefficients $d_k=0.276934$, $0.267839$, $0.083474$ bohr$^{-3/2}$ of unnormalised primitives. Since $l=0$ there is no lowered term, $\dot\chi_1=0$, and $\dot\chi_2$ is a $p_z$ contraction with coefficients $2a_kd_k=1.8971$, $0.3342$, $0.0282$ bohr$^{-7/2}$. Its overlap with the $p_z$ contraction that has the coefficients $d_k$, both normalised, is $0.8716$ and not 1, in line with Remark 3.

The occupied orbital is symmetric under exchange of the nuclei, $\psi=c(\chi_1+\chi_2)$, and normalisation gives $c^2(2+2S_{12})=1$. All four elements of the density matrix equal $P=2c^2=1/(1+S_{12})$, and all elements of the energy-weighted matrix equal $W=\varepsilon P$. With $S_{12}=0.659318$ and $\varepsilon=-0.578203\,E_h$, $P=0.602657$ and $W=-0.348458\,E_h$. Also $\Gamma=P^2-\frac12P^2=\frac12P^2$ for all indices.

Integrals whose functions all sit on one nucleus and whose operator does not refer to the other nucleus, such as $S_{22}$, $T_{22}$ and $(22|22)$, do not change when that nucleus moves, by the substitution used in the proof of (c). The nonzero derivatives, all built from ordinary $s$ and $p$ integrals, are $S_{12}^X=-0.346228$ bohr$^{-1}$ and, in $E_h$/bohr, $T_{12}^X=-0.315282$; for the attraction matrix $V=-v_{R_1}-v_{R_2}$ the centre parts $V_{12}^X=0.726022$, $V_{22}^X=0.343259$ and the operator parts $V_{11}^X=0.343259$, $V_{12}^X=0.210438$; and
\begin{align}
(11|22)^X&=-0.198990, & (12|12)^X&=-0.350460,\nonumber\\
(11|12)^X&=-0.301597, & (22|12)^X&=-0.301597 .
\end{align}
The equality of the centre part of $V_{22}^X$ and the operator part of $V_{11}^X$ follows from symmetry. In $V_{22}$ the attraction to nucleus 2 has no centre derivative, because $\dot\chi_2\chi_2/|\mathbf r-\mathbf R_2|$ is odd in $z-R$; by (c) its operator derivative is then zero as well. What remains is the $R$ derivative of the attraction of $\chi_2^2$ to nucleus 1, which is the same function of $R$ as the attraction of $\chi_1^2$ to nucleus 2.

Of the sixteen repulsion integrals, two are one-centre, two equal $(11|22)$, and four each equal $(12|12)$, $(11|12)$ and $(22|12)$. The sum of the derivatives is $2(-0.198990)+4(-0.350460)+8(-0.301597)=-4.21260$, and $-4.212593\,E_h$/bohr from unrounded values. The four Pulay terms, in $E_h$/bohr, are
\begin{align}
\text{kinetic:}\quad&0.602657\times2\times(-0.315282)=-0.380014,\nonumber\\
\text{attraction:}\quad&0.602657\times(2\times0.726022+0.343259)=1.081952,\nonumber\\
\text{two-electron:}\quad&\tfrac14\times0.602657^2\times(-4.212593)=-0.382499,\nonumber\\
\text{overlap:}\quad&-2\times(-0.348458)\times(-0.346228)=-0.241292,
\end{align}
and their sum is $0.078147$. The Hellmann--Feynman terms are
\begin{align}
\text{electrons:}\quad&0.602657\times(0.343259+2\times0.210438)=0.460511,\nonumber\\
\text{nuclei:}\quad&-1/1.4^2=-0.510204,
\end{align}
with sum $-0.049693$. The gradient is $0.078147-0.049693=0.028454\,E_h$/bohr. With $1\,E_h/\text{bohr}=51.4221$ eV/\AA\ the total, the Hellmann--Feynman part and the Pulay part are $1.46$, $-2.56$ and $4.02$ eV/\AA.

The meaning of the overlap term is visible here without Lemma 3. Since symmetry fixes the orbital, $E=P\,\Sigma_h+\frac14P^2\Sigma_I+1/R$, where $\Sigma_h$ and $\Sigma_I$ are the sums of all elements of $h$ and of all sixteen repulsion integrals. The only change of $P$ is $P^X=-S_{12}^X/(1+S_{12})^2=-P^2S^X_{12}$, which contributes $-P^2S_{12}^X(\Sigma_h+\frac12P\Sigma_I)$. The sum of all elements of $F$ is $\Sigma_h+P(1-\frac12)\Sigma_I$, and $\varepsilon=c^2$ times that sum, so the bracket equals $2\varepsilon/P$. The contribution is $-2\varepsilon PS_{12}^X=-2WS_{12}^X$. The overlap term is the energy change caused by keeping the orbital normalised while the basis functions move apart.

The program tests these results independently. A finite difference of self-consistent energies gives $0.028454\,E_h$/bohr for the total. The same difference with the nucleus moved and the basis held in place gives $-0.049693\,E_h$/bohr, the Hellmann--Feynman part. A quadrature of the field of the density at nucleus 2 gives $0.460511\,E_h$/bohr, the electronic term that was obtained above from (c) without any field integral. The sign of that term follows from (\ref{product}): $\rho=P(\chi_1^2+2\chi_1\chi_2+\chi_2^2)$ is a sum of spherical Gaussians with positive weights. Those from $\chi_2^2$ are centred on nucleus 2 and give zero, the integrand being odd in $z-R$. All others are centred at $z<R$, so reflection in the plane $z=R$ takes each point with $z>R$ to a point nearer their centre, where the density is larger and the weight $-(z-R)/|\mathbf r-\mathbf R_2|^3$ has the same size and is positive. The term is therefore positive, and the electrons pull the nucleus back.

In this basis the Hellmann--Feynman part has the opposite sign to the gradient. The model energy falls if the bond is shortened from $1.4$ bohr, while the electrostatic force of the model density pushes the nuclei apart. By Remark 6 the discrepancy is possible because $\dot\psi=c\dot\chi_2$ is a $p_z$ function, which the two $s$ functions do not span.

Hydrogen in this basis does not use the lowered term, so the same construction is tested on BH at the same level of theory, with boron, which carries $p$ functions, at the origin and hydrogen at $(1.0,1.2,1.7)$ bohr, $R=2.3087$ bohr. The gradient with respect to the $z$ coordinate of boron has a Hellmann--Feynman part of $0.442587$ and a Pulay part of $-0.446339$, leaving $-0.003752\,E_h$/bohr, in agreement with the finite difference of self-consistent energies; the $x$ and $y$ components, $-0.002207$ and $-0.002649\,E_h$/bohr, agree in the same way. The total is less than one per cent of either part in size, so at this geometry and in this basis the Hellmann--Feynman part alone gives no useful estimate of the force.

\section*{Computed results}
\begin{verbatim}
A: a = 0.8 bohr^-2, b = 0.4 bohr^-2, R = 1.5 bohr
A: p = 1.2000 bohr^-2, mu = 0.266667 bohr^-2, X_PA = 0.5000 bohr, 1/(2p) = 0.416667 bohr^2
A: (pi/p)^1.5 = 4.235971 bohr^3, exp(-mu R^2) = 0.548812
A: <s|s> = 2.324750 bohr^3, <px|s> = 1.162375 bohr^4, <dxx|s> = 1.549833 bohr^5
A: raised term 2a<dxx|s> = 2.479733 bohr^3
A: d<px|s>/dAx rule = 0.15498333, quadrature difference = 0.15498333 bohr^3
d,p,s,p integrals: largest |rule - finite difference| = 1e-12 a.u.
B: H2 RHF/STO-3G, R = 1.4 bohr, nucleus 2 moved along z; E = -1.116714 Eh
B: exponents a_k = 3.425251, 0.623914, 0.168855 bohr^-2
B: coefficients d_k = 0.276934, 0.267839, 0.083474 bohr^-3/2
B: raised 2 a_k d_k = 1.897139, 0.334217, 0.028190 bohr^-7/2
B: cosine(raised function, pz contracted with d_k) = 0.8716
B: S12 = 0.659318, P = 0.602657, eps = -0.578203 Eh, W = -0.348458 Eh
B: dS12 = -0.346228 1/bohr, dT12 = -0.315282 Eh/bohr
B: |dS22|, |dT22|, |d(22|22)| max = 0e+00 a.u.
B: centre part dV11, dV12, dV22 = 0.000000, 0.726022, 0.343259 Eh/bohr
B: operator part dV11, dV12, dV22 = 0.343259, 0.210438, -0.000000 Eh/bohr
B: d(11|22), d(12|12) = -0.198990, -0.350460 Eh/bohr
B: d(11|12), d(22|12) = -0.301597, -0.301597 Eh/bohr
B: sum of all 16 repulsion derivatives = -4.212593 Eh/bohr
B: kinetic, centre = -0.380014 Eh/bohr
B: attraction, centre = 1.081952 Eh/bohr
B: two-electron = -0.382499 Eh/bohr
B: -W.dS = -0.241292 Eh/bohr
B: Pulay part = 0.078147 Eh/bohr
B: attraction, operator = 0.460511 Eh/bohr
B: nuclear repulsion = -0.510204 Eh/bohr
B: Hellmann-Feynman part = -0.049693 Eh/bohr
B: fixed-basis difference = -0.049693 Eh/bohr
B: total gradient = 0.028454 Eh/bohr
B: SCF energy difference = 0.028454 Eh/bohr
B: field of density by quadrature = 0.460511 Eh/bohr
1 Eh/bohr = 51.4221 eV/angstrom
B: total, Hellmann-Feynman, Pulay = 1.4632, -2.5553, 4.0185 eV/angstrom
BH RHF/STO-3G, B at origin, H at (1.000000, 1.200000, 1.700000) bohr, R = 2.3087 bohr
BH gradient on B (x,y,z), Hellmann-Feynman = 0.260345, 0.312414, 0.442587 Eh/bohr
BH gradient on B (x,y,z), Pulay = -0.262552, -0.315063, -0.446339 Eh/bohr
BH gradient on B (x,y,z), total = -0.002207, -0.002649, -0.003752 Eh/bohr
BH gradient on B (x,y,z), SCF difference = -0.002207, -0.002649, -0.003752 Eh/bohr
\end{verbatim}
